# Constrained RPA and the Hubbard U, tested by exact downfolding: test program

```python
"""Constrained RPA: W = (1 - W_r P_d)^(-1) W_r, and U tested by exact downfolding.

v    bare density-density interaction      P_d  polarization, target transitions
P_r  polarization, all other transitions   W_r  interaction screened by P_r only
W    interaction screened by P_d + P_r     U    element of static W_r on orbital d
Cell: target orbital d and a screening pair a, b (hopping tau, two electrons).
Two cells are joined by hopping t between their d orbitals. Energies are in eV.
The interaction energy is 1/2 sum_ij v_ij (n_i - 1)(n_j - 1).
"""
import numpy as np
from scipy.constants import value
from scipy.linalg import block_diag
from scipy.optimize import brentq, minimize_scalar

tau, t_d = 3.0, 0.5
v_cell = np.array([[6.0, 5.0, 1.0], [5.0, 6.0, 3.0], [1.0, 3.0, 6.0]])
g = v_cell[0, 1] - v_cell[0, 2]
K = v_cell[1, 1] - v_cell[1, 2]
assert np.linalg.eigvalsh(v_cell)[0] > 0


# ---------- RPA screening in the orbital order d1, a1, b1, d2, a2, b2 ----------
def one_particle(t, hybrid=0.0):
    h = np.zeros((6, 6))
    for i, j, hop in [(0, 3, t), (1, 2, tau), (4, 5, tau),
                      (0, 1, hybrid), (3, 4, hybrid)]:
        h[i, j] = h[j, i] = -hop
    return h


def transitions(h):
    """Energies, orbital products and a mask for the target transition."""
    e, c = np.linalg.eigh(h)
    assert np.allclose(2 * np.sum(c[:, :3]**2, axis=1), 1)  # uniform density
    pairs = [(i, j) for i in range(3) for j in range(3, 6)]
    eps = np.array([e[j] - e[i] for i, j in pairs])
    rho = np.array([c[:, i] * c[:, j] for i, j in pairs]).T
    return eps, rho, np.array([p == (2, 3) for p in pairs])


def polarization(eps, rho, w):
    return -4 * (rho * (eps / (eps**2 + w**2))) @ rho.T


def screen(v, p):
    return np.linalg.solve(np.eye(len(v)) - v @ p, v)


def response_modes(v, eps, rho):
    root = np.sqrt(eps)
    c = np.diag(eps**2) + 4 * np.outer(root, root) * (rho.T @ v @ rho)
    lam, x = np.linalg.eigh(c)
    return lam, (rho * root) @ x


def w_from_modes(v, eps, rho, w):
    lam, f = response_modes(v, eps, rho)
    return v - 4 * v @ ((f / (lam + w**2)) @ f.T) @ v


# Identity on a hybridized chain, where target-rest transitions exist
v_two = block_diag(v_cell, v_cell)
v_chain = v_two.copy()
v_chain[:3, 3:] += 0.5
v_chain[3:, :3] += 0.5
eps_h, rho_h, target_h = transitions(one_particle(t_d, 1.0))
identity_error, order_error = 0.0, 0.0
for w in (0.0, 1.0, 5.0):
    p_d = polarization(eps_h[target_h], rho_h[:, target_h], w)
    p_r = polarization(eps_h[~target_h], rho_h[:, ~target_h], w)
    w_r = screen(v_chain, p_r)
    w_ref = w_from_modes(v_chain, eps_h, rho_h, w)
    inv = np.linalg.inv(np.eye(6) - w_r @ p_d)
    identity_error = max(identity_error, np.abs(inv @ w_r - w_ref).max())
    order_error = max(order_error, np.abs(w_r @ inv - w_ref).max())
    other = w_r @ np.linalg.inv(np.eye(6) - p_d @ w_r)
    assert np.allclose(other, w_ref, atol=1e-9)
assert identity_error < 1e-9 and order_error > 1e-2

# Two cells without hybridization: static and dynamic U, full W
eps, rho, target = transitions(one_particle(t_d))
for w in (0.0, 2.0, 8.0):
    u_w = w_from_modes(v_two, eps[~target], rho[:, ~target], w)[0, 0]
    gap = 2 * tau
    assert abs(u_w - (v_cell[0, 0] - g**2 * gap
                      / (w**2 + gap**2 + 2 * gap * K))) < 1e-9
U_crpa = w_from_modes(v_two, eps[~target], rho[:, ~target], 0.0)[0, 0]
W_full = w_from_modes(v_two, eps, rho, 0.0)[0, 0]
assert abs(W_full - 0.5 * (U_crpa + U_crpa * t_d / (t_d + U_crpa))) < 1e-9
# the pole of U is the response mode that carries a dipole coupled to d
lam, f = response_modes(v_two, eps[~target], rho[:, ~target])
strength = np.abs((v_two @ f)[0])
pole = np.sqrt(lam[np.argmax(strength)])
assert abs(pole - np.sqrt(4 * tau**2 + 4 * tau * K)) < 1e-9


# ---------- Exact many-electron treatment of one cell ----------
sx, one = np.array([[0.0, 1.0], [1.0, 0.0]]), np.eye(2)
r2 = 1 / np.sqrt(2)
singlet = np.array([[1, 0, 0], [0, r2, 0], [0, r2, 0], [0, 0, 1.0]])


def cell_h(q, v):
    """Pair states aa, ab, ba, bb (spin up, spin down) with n_d = 1 + q."""
    diag = []
    for m in (1, 0, 0, -1):
        dn = np.array([q, m, -m])
        diag.append(0.5 * dn @ v @ dn)
    return np.diag(diag) - tau * (np.kron(sx, one) + np.kron(one, sx))


def exact_u(v):
    e = [np.linalg.eigvalsh(cell_h(q, v))[0] for q in (-1, 0, 1)]
    return e[0] + e[2] - 2 * e[1], e


U_exact, E_cell = exact_u(v_cell)


def fock_energies():
    """Lowest cell energies for N_d = 0, 1, 2 from fermion operators."""
    z, low = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [0.0, 0.0]])
    ops = []
    for p in range(6):
        m = np.eye(1)
        for k in range(6):
            m = np.kron(m, z if k < p else low if k == p else one)
        ops.append(m)
    n = [ops[2*i].T @ ops[2*i] + ops[2*i+1].T @ ops[2*i+1] for i in range(3)]
    dn = [x - np.eye(64) for x in n]
    h = sum(0.5 * v_cell[i, j] * dn[i] @ dn[j]
            for i in range(3) for j in range(3))
    for s in (0, 1):
        hop = ops[2 + s].T @ ops[4 + s]
        h = h - tau * (hop + hop.T)
    nd, npair = np.diag(n[0]), np.diag(n[1] + n[2])
    out = []
    for number in (0, 1, 2):
        keep = np.where((np.abs(nd - number) < 0.1)
                        & (np.abs(npair - 2) < 0.1))[0]
        out.append(np.linalg.eigvalsh(h[np.ix_(keep, keep)])[0])
    return out


assert np.allclose(fock_energies(), E_cell, atol=1e-9)


# Curvature of self-consistent energies with respect to the d charge
def mean_field_energy(q, exchange):
    def energy(angle):
        phi = np.array([np.cos(angle), np.sin(angle)])
        if exchange:
            state = np.kron(phi, phi)
            return state @ cell_h(q, v_cell) @ state
        dn = np.array([q, 2 * phi[0]**2 - 1, 2 * phi[1]**2 - 1])
        return -4 * tau * phi[0] * phi[1] + 0.5 * dn @ v_cell @ dn
    return minimize_scalar(energy, bounds=(0, np.pi / 2), method="bounded",
                           options={"xatol": 1e-9}).fun


def curvature(exchange, s=0.01):
    return (mean_field_energy(s, exchange) + mean_field_energy(-s, exchange)
            - 2 * mean_field_energy(0.0, exchange)) / s**2


U_hf = curvature(True)
assert abs(curvature(False) - U_crpa) < 1e-3   # finite-difference error
assert abs(U_hf - (v_cell[0, 0] - g**2 / (2 * tau + K))) < 1e-3


# Exact linear response of the pair, per g squared
def exact_linear(k):
    r = np.sqrt(k**2 + 16 * tau**2)
    return 2 * (r - k) / (r * (r + k))


def v_variant(k, coupling):
    return np.array([[6.0, 1 + coupling, 1.0],
                     [1 + coupling, 3 + k, 3.0], [1.0, 3.0, 3 + k]])


for k in (0.5, 3.0, 12.0):
    numeric = (6.0 - exact_u(v_variant(k, 0.02))[0]) / 0.02**2
    assert abs(numeric / exact_linear(k) - 1) < 1e-3
k_small = 1e-3
slope = (6.0 - exact_u(v_variant(k_small, 0.02))[0]) / 0.02**2
slope0 = (6.0 - exact_u(v_variant(0.0, 0.02))[0]) / 0.02**2
assert abs((slope - slope0) / k_small * (2 * tau)**2 + 1) < 1e-2
crossing = brentq(lambda k: exact_linear(k) - 1 / (2 * tau + 2 * k), 1, 20)
U_linear = v_cell[0, 0] - g**2 * exact_linear(K)

sweep = []
for k in (3.0, 6.0, 9.0, 12.0):
    v_k = v_variant(k, g)
    v2 = block_diag(v_k, v_k)
    u_rpa = w_from_modes(v2, eps[~target], rho[:, ~target], 0.0)[0, 0]
    sweep.append((k, u_rpa, exact_u(v_k)[0]))
assert sweep[0][1] > sweep[0][2] and sweep[-1][1] < sweep[-1][2]


# ---------- Exact downfolding of two cells ----------
reduced = {q: singlet.T @ cell_h(q, v_cell) @ singlet for q in (-1, 0, 1)}
pair = {q: np.linalg.eigh(reduced[q]) for q in reduced}
ground = {q: pair[q][1][:, 0] * np.sign(pair[q][1][:, 0].sum()) for q in pair}
charges = [(1, -1), (0, 0), (0, 0), (-1, 1)]   # d configurations 20, ud, du, 02


def downfold(t):
    h = np.kron(-t * (np.kron(sx, one) + np.kron(one, sx)), np.eye(9))
    model = np.zeros((36, 4))
    for c, (q1, q2) in enumerate(charges):
        s = slice(9 * c, 9 * c + 9)
        h[s, s] += np.kron(reduced[q1], np.eye(3)) + np.kron(np.eye(3), reduced[q2])
        model[s, c] = np.kron(ground[q1], ground[q2])
    e, x = np.linalg.eigh(h)
    left, weight, right = np.linalg.svd(model.T @ x[:, :4])
    rot = left @ right
    return e, rot @ np.diag(e[:4]) @ rot.T, weight.min()**2


def effective_parameters(h):
    u = 0.5 * (h[0, 0] + h[3, 3] - h[1, 1] - h[2, 2])
    return u, -h[0, 1], h[1, 2], h[0, 3]


overlap = (ground[1] @ ground[0]) * (ground[-1] @ ground[0])
e_small, h_small, _ = downfold(0.02)
u_small, t_small, _, _ = effective_parameters(h_small)
assert abs(u_small - U_exact) < 2e-3
assert abs(t_small / 0.02 - overlap) < 2e-3

# Second-order splitting, summed over relaxed and excited pair states
channels = []
for m1 in range(3):
    for m2 in range(3):
        weight = ((pair[1][1][:, m1] @ ground[0])
                  * (pair[-1][1][:, m2] @ ground[0]))**2
        cost = pair[1][0][m1] + pair[-1][0][m2] - 2 * pair[0][0][0]
        channels.append(4 * weight / cost)
J_over_t2 = sum(channels)
assert abs((e_small[1] - e_small[0]) / 0.02**2 / J_over_t2 - 1) < 2e-3

e_two, h_eff, min_weight = downfold(t_d)
U_eff, t_eff, exchange_term, pair_term = effective_parameters(h_eff)
assert e_two[4] - e_two[3] > 1 and min_weight > 0.5
assert abs(e_two[1] - 2 * E_cell[1]) < 1e-9                  # triplet
assert abs(0.5 * (h_eff[0, 0] + h_eff[3, 3]) - h_eff[0, 3] - e_two[2]) < 1e-9
J_exact, charge_exact = e_two[1] - e_two[0], e_two[2] - e_two[1]


def hubbard_dimer(u, t):
    """Splitting J and odd charge excitation, both counted from the triplet."""
    h = np.diag([u, 0.0, 0.0, u]) - t * (np.kron(sx, one) + np.kron(one, sx))
    e = np.linalg.eigvalsh(h)
    return e[1] - e[0], e[2] - e[1]


cases = [("bare v_dd, t", v_cell[0, 0], t_d), ("cRPA U, t", U_crpa, t_d),
         ("exact cell U, t", U_exact, t_d),
         ("exact cell U, t*overlap", U_exact, t_d * overlap),
         ("full W_11, t", W_full, t_d)]
result = {name: hubbard_dimer(u, t) for name, u, t in cases}
err_charge = {k: abs(x[1] - charge_exact) for k, x in result.items()}
assert err_charge["cRPA U, t"] < err_charge["bare v_dd, t"]
assert err_charge["cRPA U, t"] < err_charge["full W_11, t"]
assert (abs(result["full W_11, t"][0] - J_exact)
        > abs(result["cRPA U, t"][0] - J_exact))

# ---------- Output ----------
hartree = value("Hartree energy in eV")
print(f"v_dd, v_da, v_db = {v_cell[0,0]:.1f}, {v_cell[0,1]:.1f}, {v_cell[0,2]:.1f} eV")
print(f"v_aa = v_bb, v_ab = {v_cell[1,1]:.1f}, {v_cell[1,2]:.1f} eV")
print(f"tau, t = {tau:.1f}, {t_d:.1f} eV;  g, K = {g:.1f}, {K:.1f} eV")
print(f"identity, largest deviation below 1e-9 eV: {identity_error < 1e-9}")
print(f"wrong matrix order, largest deviation = {order_error:.3f} eV")
print(f"cRPA static U = {U_crpa:.4f} eV = {U_crpa/hartree:.5f} hartree")
print(f"exact cell U = {U_exact:.4f} eV = {U_exact/hartree:.5f} hartree")
print(f"cRPA minus exact = {U_crpa-U_exact:.4f} eV")
print(f"U from exact linear response = {U_linear:.4f} eV")
print(f"U from Hartree-Fock response = {U_hf:.4f} eV")
print(f"fully screened W_11 = {W_full:.4f} eV")
print(f"bare pair gap, pole of U = {2*tau:.4f}, {pole:.4f} eV")
for number, energy in enumerate(E_cell):
    print(f"cell energy E(N_d={number}) = {energy:.4f} eV")
print("Sweep: K, cRPA U, exact U, difference (eV)")
for k, u_rpa, u_ex in sweep:
    print(f"  {k:.1f}  {u_rpa:.4f}  {u_ex:.4f}  {u_rpa-u_ex:+.4f}")
print(f"small-g crossing at K/tau = {crossing/tau:.3f}")
print("Two-cell exact downfolding:")
print(f"  U_eff = {U_eff:.4f} eV, t_eff = {t_eff:.4f} eV")
print(f"  exchange term = {exchange_term:.4f} eV, pair hopping = {pair_term:.4f} eV")
print(f"  pair overlap factor = {overlap:.4f}, t*overlap = {t_d*overlap:.4f} eV")
print(f"  smallest model-space weight = {min_weight:.4f}")
print(f"  gap to fifth state = {e_two[4]-e_two[3]:.4f} eV")
print(f"  second-order J = {J_over_t2*t_d**2:.4f} eV")
print(f"  part from relaxed pairs = {channels[0]*t_d**2:.4f} eV")
print("Spectrum: J, charge excitation (eV)")
print(f"  exact two cells: {J_exact:.4f}, {charge_exact:.4f}")
for name, (j, charge) in result.items():
    print(f"  {name}: {j:.4f}, {charge:.4f}")
print("success")
```

It prints:

```
v_dd, v_da, v_db = 6.0, 5.0, 1.0 eV
v_aa = v_bb, v_ab = 6.0, 3.0 eV
tau, t = 3.0, 0.5 eV;  g, K = 4.0, 3.0 eV
identity, largest deviation below 1e-9 eV: True
wrong matrix order, largest deviation = 2.477 eV
cRPA static U = 4.6667 eV = 0.17150 hartree
exact cell U = 4.4290 eV = 0.16276 hartree
cRPA minus exact = 0.2377 eV
U from exact linear response = 4.4229 eV
U from Hartree-Fock response = 4.2222 eV
fully screened W_11 = 2.5591 eV
bare pair gap, pole of U = 6.0000, 8.4853 eV
cell energy E(N_d=0) = -2.4702 eV
cell energy E(N_d=1) = -4.6847 eV
cell energy E(N_d=2) = -2.4702 eV
Sweep: K, cRPA U, exact U, difference (eV)
  3.0  4.6667  4.4290  +0.2377
  6.0  5.1111  5.0538  +0.0573
  9.0  5.3333  5.4407  -0.1073
  12.0  5.4667  5.6618  -0.1952
small-g crossing at K/tau = 2.112
Two-cell exact downfolding:
  U_eff = 4.4096 eV, t_eff = 0.4508 eV
  exchange term = -0.0074 eV, pair hopping = 0.0248 eV
  pair overlap factor = 0.9028, t*overlap = 0.4514 eV
  smallest model-space weight = 0.9841
  gap to fifth state = 2.8911 eV
  second-order J = 0.1987 eV
  part from relaxed pairs = 0.1840 eV
Spectrum: J, charge excitation (eV)
  exact two cells: 0.1909, 4.3774
  bare v_dd, t: 0.1623, 6.0000
  cRPA U, t: 0.2053, 4.6667
  exact cell U, t: 0.2153, 4.4290
  exact cell U, t*overlap: 0.1770, 4.4290
  full W_11, t: 0.3444, 2.5591
success
```
